# Star Functions: Phases from Fractional Translations, Orthogonality, Normalization and Extinction: a numerical check

```python
# Star functions. A space-group operation {R|t} maps r -> R r + t; N point operations.
# Definition: Phi(r) = (1/N) sum_R exp(i G.R^{-1}(r-t))  (projector P acting on exp(iG.r)).
# Claim: Phi = (1/m) sum_members phi_m exp(i G_m.r), phi_m = exp(-i G_m.t) for any R with
# RG = G_m, if chi(R) = exp(-iG.t) = 1 on the stabilizer H of G; otherwise Phi = 0.
# m = star size, m|H| = N, cell average <Phi_s|Phi_s'> = delta/m (allowed stars).
# Invariant f = sum f_s Phi_s, f_s = m f(G_s) = m <Phi_s|f>, <f|f> = sum |f_s|^2/m.
# A = lattice vectors (rows), n = integer indices of G in the primitive reciprocal basis.
import itertools
import numpy as np
from scipy.constants import physical_constants, angstrom

rng = np.random.default_rng(1)
TP = 2 * np.pi
NGRID = 14

def find_ops(A, x):
    W = np.array(list(itertools.product((-1, 0, 1), repeat=9))).reshape(-1, 3, 3)
    M = A @ A.T
    keep = np.abs(np.einsum('nji,jk,nkl->nil', W, M, W) - M).max(axis=(1, 2)) < 1e-9
    Rs, ts = [], []
    for w in W[keep]:
        found = 0
        for xj in x:
            s = xj - w @ x[0]
            d = (x @ w.T + s)[:, None, :] - x[None]
            if (np.abs(d - np.rint(d)).max(axis=2) < 1e-9).any(axis=1).all():
                found += 1
                Rs.append(A.T @ w @ np.linalg.inv(A.T))
                ts.append(s @ A)
        assert found <= 1  # primitive cell: one translation per rotation
    return np.array(Rs), np.array(ts)

def product_table(A, R, t):
    N = len(R)
    tab = np.zeros((N, N), int)
    for i in range(N):
        assert np.allclose(R[i] @ R[i].T, np.eye(3))
        for j in range(N):
            k = np.where(np.abs(R - R[i] @ R[j]).max(axis=(1, 2)) < 1e-9)[0]
            assert len(k) == 1
            d = (R[i] @ t[j] + t[i] - t[k[0]]) @ np.linalg.inv(A)
            assert np.abs(d - np.rint(d)).max() < 1e-9
            tab[i, j] = k[0]
    return tab

def build_stars(A, R, t, gmax, label):
    B = TP * np.linalg.inv(A).T
    nm = int(gmax * np.linalg.norm(A, axis=1).max() / TP) + 1
    items = []
    for n in itertools.product(range(-nm, nm + 1), repeat=3):
        G = np.array(n) @ B
        if G @ G < gmax ** 2:
            lab = label(n, G)
            items.append(((round(G @ G, 7), sum(v < 0 for v in lab), tuple(-v for v in lab)), n, lab))
    items.sort()
    seen, out = set(), []
    for _, n, lab in items:
        if n in seen:
            continue
        G = np.array(n) @ B
        RG = R @ G
        idx = [tuple(int(u) for u in v) for v in np.rint(RG @ A.T / TP)]
        ph = np.exp(-1j * (RG * t).sum(axis=1))
        stab = [i for i, v in enumerate(idx) if v == n]
        mem = {n: 1.0 + 0j}
        for v, p in zip(idx, ph):
            mem.setdefault(v, p)  # phase from one coset representative
        seen.update(mem)
        out.append(dict(n=n, lab=lab, G=G, ph=ph, idx=idx, stab=stab, mem=mem, m=len(mem),
                        ok=bool(np.abs(ph[stab] - 1).max() < 1e-8),
                        Gm=np.array(list(mem)) @ B, phi=np.array(list(mem.values()))))
    return out

def star_sum(s, r, phi=None):
    return np.exp(1j * r @ s['Gm'].T) @ (s['phi'] if phi is None else phi) / s['m']

def defect(s, R, t, phi=None):
    r = np.random.default_rng(7).uniform(-6, 6, (40, 3))
    return max(np.abs(star_sum(s, r @ Ri.T + ti, phi) - star_sum(s, r, phi)).max()
               for Ri, ti in zip(R, t))

def check_group(A, R, t, stars):
    N, tab = len(R), product_table(A, R, t)
    ns = [n for s in stars for n in s['mem']]
    pos = {n: i for i, n in enumerate(ns)}
    assert 2 * np.abs(np.array(ns)).max() < NGRID  # quadrature exact for all products
    G = np.vstack([s['Gm'] for s in stars])
    pts = np.array(list(itertools.product(range(NGRID), repeat=3))) / NGRID @ A
    Phi = np.zeros((len(ns), len(pts)), complex)
    for Ri, ti in zip(R, t):
        back = (pts - ti - rng.integers(-2, 3, 3) @ A) @ np.linalg.inv(Ri).T
        Phi += np.exp(1j * G @ back.T) / N
    P = np.exp(-1j * G @ pts.T) @ Phi.T / len(pts)
    assert np.abs(P - P.conj().T).max() < 1e-11 and np.abs(P @ P - P).max() < 1e-11
    ev = np.linalg.eigvalsh(P)
    rank = int((ev > 0.5).sum())
    assert np.abs(ev - np.rint(ev)).max() < 1e-11 and rank == sum(s['ok'] for s in stars)
    F = Phi[[pos[s['n']] for s in stars]]
    gram = F.conj() @ F.T / len(pts)
    err = np.abs(gram - np.diag([s['ok'] / s['m'] for s in stars])).max()
    assert err < 1e-11
    for s, f in zip(stars, F):
        h, ph = s['stab'], s['ph']
        assert s['m'] * len(h) == N
        assert np.abs(ph[tab[np.ix_(h, h)]] - np.outer(ph[h], ph[h])).max() < 1e-10
        assert abs(ph[h].sum() - s['ok'] * len(h)) < 1e-10
        col = np.zeros(len(ns), complex)
        for n, p in s['mem'].items():
            col[pos[n]] = s['ok'] * p / s['m']
            coset = sum(q for v, q in zip(s['idx'], ph) if v == n) * s['m'] / N
            assert abs(coset - s['ok'] * p) < 1e-10
            assert np.abs(Phi[pos[n]] - np.conj(p) * f).max() < 1e-10
        assert np.abs(P[:, pos[s['n']]] - col).max() < 1e-11
        minus = tuple(-v for v in s['n'])
        assert np.abs(Phi[pos[minus]] - f.conj()).max() < 1e-10
        s['centric'] = minus in s['mem']
        if s['centric']:
            assert np.abs(f.conj() - np.conj(s['mem'][minus]) * f).max() < 1e-10
        else:
            assert abs(np.mean(f * f)) < 1e-11
        if s['ok']:
            assert defect(s, R, t) < 1e-10
    return pts, F, gram.diagonal().real, err, rank, len(ns)

def check_orbit(R, t, stars):
    orbit = R @ np.array([0.731, 1.618, 2.937]) + t  # general-position point set
    for s in stars:
        S = np.exp(-1j * s['Gm'] @ orbit.T).sum(axis=1)
        if s['ok']:
            assert abs(S[0]) > 1e-6 and np.abs(S - s['phi'] * S[0]).max() < 1e-9
        else:
            assert np.abs(S).max() < 1e-9

def cf(z, d=6):
    return f"{round(z.real, d) + 0.0:+.{d}f}{round(z.imag, d) + 0.0:+.{d}f}i"

def deg(z):
    return round(float(np.degrees(np.angle(z))), 4) % 360

# ---------------- diamond structure ----------------
a = 10.0
A = a / 2 * np.array([[0., 1, 1], [1, 0, 1], [1, 1, 0]])
vol = abs(np.linalg.det(A))
cub = lambda n, G: tuple(int(v) for v in np.rint(G * a / TP))
R, t = find_ops(A, np.array([[0., 0, 0], [.25, .25, .25]]))
fr = t @ np.linalg.inv(A)
nfrac = int((np.abs(fr - np.rint(fr)).max(axis=1) > 1e-9).sum())
assert len(R) == 48 and nfrac == 24
st = build_stars(A, R, t, TP / a * np.sqrt(27.5), cub)
pts, F, norm, gerr, rank, nG = check_group(A, R, t, st)
big = build_stars(A, R, t, TP / a * np.sqrt(250.5), cub)
check_orbit(R, t, big)
for s in big:
    assert (not s['ok']) == (0 in s['lab'] and sum(s['lab']) % 4 == 2)
by = {s['lab']: s for s in st}

tau = a / 8 * np.ones(3)
R2, t2 = find_ops(A, np.array([[-.125] * 3, [.125] * 3]))
st2 = build_stars(A, R2, t2, TP / a * np.sqrt(27.5), cub)
for s, s2 in zip(st, st2):
    assert s['n'] == s2['n'] and s['ok'] == s2['ok']
    if s['ok']:
        for n, p, Gm in zip(s['mem'], s['phi'], s['Gm']):
            assert abs(s2['mem'][n] - p * np.exp(1j * (Gm - s['G']) @ tau)) < 1e-10
            assert abs(s2['mem'][n].imag) < 1e-10
        assert np.abs(star_sum(s2, pts[:200]).imag).max() < 1e-10

qa, aa, qb, ab = 3.0, 0.4, 0.5, 1.0
atoms = np.array([[0., 0, 0], [a / 4] * 3])
bonds = a / 8 * np.array([[1., 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
sites = [(qa, aa, p) for p in atoms] + [(qb, ab, p) for p in bonds]
T = np.array(list(itertools.product(range(-3, 4), repeat=3))) @ A

def rho_r(r):
    out = np.zeros(len(r))
    for q, al, p in sites:
        d2 = ((r[:, None, :] - p - T[None]) ** 2).sum(axis=2)
        out += q * (al / np.pi) ** 1.5 * np.exp(-al * d2).sum(axis=1)
    return out

def rho_G(G):
    return sum(q * np.exp(-G @ G / (4 * al) - 1j * G @ p) for q, al, p in sites) / vol

rho = rho_r(pts)
print(f"diamond model: a = {a} bohr, Omega = {vol:.1f} bohr^3, 2pi/a = {TP/a:.6f} 1/bohr")
print(f"operations N = {len(R)}, with fractional translation = {nfrac}")
print(f"atom Gaussian {qa} e, {aa} 1/bohr^2; bond Gaussian {qb} e, {ab} 1/bohr^2")
print("hkl, |G|^2 (1/bohr^2), m, |H|, <Phi|Phi> by quadrature, f_s (e/bohr^3)")
for s, f, nr in zip(st, F, norm):
    s['f'] = s['m'] * np.mean(f.conj() * rho)
    assert abs(s['f'] - s['m'] * rho_G(s['G'])) < 1e-10
    if not s['ok']:
        assert abs(np.mean(np.exp(-1j * pts @ s['G']) * rho)) < 1e-11
    print(s['lab'], f"{s['G']@s['G']:.4f} {s['m']} {len(s['stab'])} {nr:.6f} {cf(s['f'])}")
assert abs(by[(2, 2, 2)]['f']) > 1e-4
assert abs(np.exp(-1j * atoms @ by[(2, 2, 2)]['G']).sum()) < 1e-12
print(f"plane waves {nG}, stars {len(st)}, rank of P {rank}, max Gram error {gerr:.1e}")
for lab in [(2, 0, 0), (4, 2, 0), (2, 2, 0)]:
    chi = by[lab]['ph'][by[lab]['stab']].real
    print(lab, f"stabilizer: chi=+1 count {(chi > .5).sum()}, chi=-1 count {(chi < -.5).sum()}")
print("star (111): member, phase (deg) origin on atom, origin at bond centre")
s, s2 = st[1], st2[1]
assert s['lab'] == (1, 1, 1)
for n, p, Gm in zip(s['mem'], s['phi'], s['Gm']):
    print(cub(n, Gm), f"{deg(p):.0f} {deg(s2['mem'][n]):.0f}")
dw, d0 = defect(s, R, t, s['phi'].conj()), defect(s, R, t, np.ones(s['m']))
assert dw > 0.1 and d0 > 0.1
print(f"(111) max |Phi(gr)-Phi(r)|: reversed phases {dw:.3f}, no phases {d0:.3f}")
for lab in [(1, 1, 1), (2, 2, 2)]:
    G = by[lab]['G']
    print(lab, f"exp(-G^2/4alpha): atom {np.exp(-G@G/4/aa):.6f}, bond {np.exp(-G@G/4/ab):.6f}")
    print(lab, "sum exp(-iG.p): atoms", cf(np.exp(-1j * atoms @ G).sum(), 4),
          "bonds", cf(np.exp(-1j * bonds @ G).sum(), 4))
    print(lab, "rho(G) =", cf(rho_G(G), 7), "e/bohr^3")
test = np.array([tau, [0.9, 2.3, 3.1], [4.0, 4.4, 5.2]])
expand = lambda L: sum(x['m'] * rho_G(x['G']) * star_sum(x, test) for x in L if x['ok'])
full, direct = expand(big), rho_r(test)
assert np.abs(full - direct).max() < 1e-9  # Gaussian tail beyond the cutoff is ~1e-10 or less
pars = sum(abs(x['m'] * rho_G(x['G'])) ** 2 / x['m'] for x in big if x['ok'])
assert abs(pars - np.mean(rho ** 2)) < 1e-12
bohr_A = physical_constants['Bohr radius'][0] / angstrom
print(f"h2+k2+l2 <= 250: plane waves {sum(x['m'] for x in big)}, stars {len(big)},"
      f" allowed {sum(x['ok'] for x in big)}")
print(f"rho(bond centre): stars to 27 {expand(st)[0].real:.6f}, to 250 {full[0].real:.6f} e/bohr^3")
print(f"rho(bond centre) lattice sum {direct[0]:.6f} e/bohr^3 = {direct[0]/bohr_A**3:.5f} e/A^3")
print(f"<rho^2>: quadrature {np.mean(rho**2):.8e}, star sum {pars:.8e} e^2/bohr^6")

# ---------------- trigonal chain structure with a 3_1 screw axis ----------------
ah, ch, u = 8.0, 10.0, 0.2
H = np.array([[ah, 0, 0], [-ah / 2, ah * np.sqrt(3) / 2, 0], [0, 0, ch]])
R3, t3 = find_ops(H, np.array([[u, 0, 1 / 3], [0, u, 2 / 3], [-u, -u, 0]]))
assert len(R3) == 6
s3 = build_stars(H, R3, t3, 2.2, lambda n, G: n)
_, _, norm3, gerr3, rank3, nG3 = check_group(H, R3, t3, s3)
big3 = build_stars(H, R3, t3, 5.0, lambda n, G: n)
check_orbit(R3, t3, big3)
for s in big3:
    assert (not s['ok']) == (s['n'][:2] == (0, 0) and s['n'][2] % 3 != 0)
assert any(s['ok'] and not s['centric'] for s in s3)
print(f"trigonal model: a = {ah}, c = {ch} bohr, u = {u}, N = {len(R3)}, Gmax = 2.2 1/bohr")
print(f"plane waves {nG3}, stars {len(s3)}, rank of P {rank3}, max Gram error {gerr3:.1e}")
print("hkl, m, |H|, <Phi|Phi> by quadrature, -G in star")
for s, nr in zip(s3, norm3):
    if s['n'] in [(0, 0, 1), (0, 0, 2), (0, 0, 3), (1, 0, 0), (1, 0, 1), (1, 1, 0), (1, 1, 1)]:
        print(s['n'], s['m'], len(s['stab']), f"{nr:.6f}", s['centric'])
s = [x for x in s3 if x['n'] == (1, 0, 1)][0]
pairs = [f"{n}:{deg(p):.0f}" for n, p in s['mem'].items()]
print("star (101) phases (deg):", " ".join(pairs[:3]))
print("star (101) phases (deg):", " ".join(pairs[3:]))
dw3 = defect(s, R3, t3, s['phi'].conj())
assert dw3 > 0.1
print(f"(101) max |Phi(gr)-Phi(r)| with reversed phases {dw3:.3f}")
print("finished without a failed check")
```

Running it gives:

```
diamond model: a = 10.0 bohr, Omega = 250.0 bohr^3, 2pi/a = 0.628319 1/bohr
operations N = 48, with fractional translation = 24
atom Gaussian 3.0 e, 0.4 1/bohr^2; bond Gaussian 0.5 e, 1.0 1/bohr^2
hkl, |G|^2 (1/bohr^2), m, |H|, <Phi|Phi> by quadrature, f_s (e/bohr^3)
(0, 0, 0) 0.0000 1 48 1.000000 +0.032000+0.000000i
(1, 1, 1) 1.1844 8 6 0.125000 +0.062621+0.062621i
(2, 0, 0) 1.5791 6 8 0.000000 +0.000000+0.000000i
(2, 2, 0) 3.1583 12 4 0.083333 +0.040006+0.000000i
(3, 1, 1) 4.3426 24 2 0.041667 -0.003839+0.003839i
(2, 2, 2) 4.7374 8 6 0.125000 +0.000000+0.019580i
(4, 0, 0) 6.3165 6 8 0.166667 -0.007117+0.000000i
(3, 3, 1) 7.5009 24 2 0.041667 +0.013059+0.013059i
(4, 2, 0) 7.8957 24 2 0.000000 +0.000000+0.000000i
(4, 2, 2) 9.4748 24 2 0.041667 +0.001544+0.000000i
(5, 1, 1) 10.6592 24 2 0.041667 -0.004357-0.004357i
(3, 3, 3) 10.6592 8 6 0.125000 -0.001452+0.001452i
plane waves 169, stars 12, rank of P 10, max Gram error 2.2e-16
(2, 0, 0) stabilizer: chi=+1 count 4, chi=-1 count 4
(4, 2, 0) stabilizer: chi=+1 count 1, chi=-1 count 1
(2, 2, 0) stabilizer: chi=+1 count 4, chi=-1 count 0
star (111): member, phase (deg) origin on atom, origin at bond centre
(1, 1, 1) 0 0
(1, -1, -1) 0 180
(-1, -1, -1) 270 0
(1, 1, -1) 270 180
(1, -1, 1) 270 180
(-1, 1, -1) 0 180
(-1, -1, 1) 0 180
(-1, 1, 1) 270 180
(111) max |Phi(gr)-Phi(r)|: reversed phases 1.268, no phases 0.897
(1, 1, 1) exp(-G^2/4alpha): atom 0.477009, bond 0.743722
(1, 1, 1) sum exp(-iG.p): atoms +1.0000+1.0000i bonds +1.4142+1.4142i
(1, 1, 1) rho(G) = +0.0078277+0.0078277i e/bohr^3
(2, 2, 2) exp(-G^2/4alpha): atom 0.051773, bond 0.305944
(2, 2, 2) sum exp(-iG.p): atoms +0.0000+0.0000i bonds +0.0000+4.0000i
(2, 2, 2) rho(G) = +0.0000000+0.0024476i e/bohr^3
h2+k2+l2 <= 250: plane waves 4111, stars 140, allowed 126
rho(bond centre): stars to 27 0.119034, to 250 0.131605 e/bohr^3
rho(bond centre) lattice sum 0.131605 e/bohr^3 = 0.88811 e/A^3
<rho^2>: quadrature 2.21443547e-03, star sum 2.21443547e-03 e^2/bohr^6
trigonal model: a = 8.0, c = 10.0 bohr, u = 0.2, N = 6, Gmax = 2.2 1/bohr
plane waves 97, stars 20, rank of P 18, max Gram error 2.3e-16
hkl, m, |H|, <Phi|Phi> by quadrature, -G in star
(0, 0, 1) 2 3 0.000000 True
(1, 0, 0) 6 1 0.166667 True
(1, 0, 1) 6 1 0.166667 True
(0, 0, 2) 2 3 0.000000 True
(1, 1, 0) 3 2 0.333333 False
(1, 1, 1) 6 1 0.166667 False
(0, 0, 3) 2 3 0.500000 True
star (101) phases (deg): (1, 0, 1):0 (-1, 0, -1):120 (0, -1, 1):120
star (101) phases (deg): (-1, 1, 1):240 (0, 1, -1):0 (1, -1, -1):240
(101) max |Phi(gr)-Phi(r)| with reversed phases 1.545
finished without a failed check
```
